# Antiphase-domain coarsening and the late-time decay of excess resistivity: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: antiphase domains that coarsen by wall curvature obey
    L^2 = L0^2 + K t,
and weakly reflecting walls add the resistivity
    excess = (rho l) p / L  ->  (rho l) p / sqrt(K t) at late time.
L: mean intercept between walls; S = 2/L: wall area per volume;
M: wall mobility (speed = M * sum of principal curvatures);
c = <curvature^2>/S^2, K = 8 c M; rho l: resistivity times mean free path;
p = 4 * integral of mu^3 R(mu), mu = cosine of incidence, R = reflection.
Simulations use grid spacing 1 and M = 1, so K/M is a pure number.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfftn, irfftn
from scipy.integrate import solve_ivp, quad
from scipy.ndimage import map_coordinates


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


# ---------- domain patterns: exact diffusion plus a local reaction ----------
def heat_kernel(size, time):
    k = 2 * np.pi * np.fft.fftfreq(size)
    kz = 2 * np.pi * np.fft.rfftfreq(size)
    k2 = k[:, None, None]**2 + k[None, :, None]**2 + kz[None, None, :]**2
    return np.exp(-k2 * time).astype(np.float32)


def smooth(field, kernel):
    return irfftn(rfftn(field) * kernel, s=field.shape)


def diffuse(u, kernel):
    """Diffuse variant fractions whose sum is one everywhere."""
    for i in range(len(u) - 1):
        u[i] = smooth(u[i], kernel)
    u[-1] = 1 - u[:-1].sum(axis=0)
    return np.clip(u, 0, 1, out=u)


def sharpen(u):
    """Local reaction favouring the majority variant, any variant number."""
    w = u * np.sqrt(u)
    w /= w.sum(axis=0)
    return w


def cubic_well(u):
    """Exact flow of d(eta)/dt = a(eta - eta^3), exp(a dt) = 1.5."""
    eta = 2 * u[0] - 1
    eta = eta / np.sqrt(eta**2 + (1 - eta**2) / 2.25)
    return np.stack([(1 + eta) / 2, (1 - eta) / 2]).astype(np.float32)


def mean_intercept(labels):
    rate = np.mean([np.mean(labels != np.roll(labels, 1, a))
                    for a in range(3)])
    return 1 / rate


def wall_geometry(u):
    """Wall area per volume and area-averaged squared curvature."""
    def slope(f, axis):
        return (np.roll(f, -1, axis) - np.roll(f, 1, axis)) / 2
    weight = np.sqrt(sum(slope(u, a)**2 for a in range(3)))
    phi = np.log((u + 1e-5) / (1 - u + 1e-5))
    grad = [slope(phi, a) for a in range(3)]
    norm = np.sqrt(sum(g**2 for g in grad)) + 1e-6
    curvature = sum(slope(grad[a] / norm, a) for a in range(3))
    near = np.abs(u - 0.5) < 0.3
    k2 = np.average(curvature[near].astype(float)**2, weights=weight[near])
    return float(weight.mean(dtype=float)), float(k2)


def coarsen(variants, size, last, seed):
    rng = np.random.default_rng(seed)
    noise = rng.standard_normal((variants, size, size, size),
                                dtype=np.float32)
    start = heat_kernel(size, 2.0)
    labels = np.argmax(np.stack([smooth(f, start) for f in noise]), axis=0)
    u = np.stack([labels == i for i in range(variants)]).astype(np.float32)
    kernel = heat_kernel(size, 1.0)
    times, lengths, geometry, frozen = [], [], [], None
    for t in range(1, last + 1):
        u = diffuse(u, kernel)
        if t >= 8 and t % 4 == 0:
            times.append(t)
            lengths.append(mean_intercept(np.argmax(u, axis=0)))
            if variants == 2:
                geometry.append(wall_geometry(u[0]))
        if t == 12:
            frozen = u[0].copy()
        u = sharpen(u)
    return (np.array(times, float), np.array(lengths),
            np.array(geometry), frozen)


def growth(times, lengths):
    """K/M, and the power of time in L^2 - L(first)^2 (theory: 1)."""
    rate = np.polyfit(times, lengths**2, 1)[0]
    late = times >= 16
    gain = lengths[late]**2 - lengths[0]**2
    power = np.polyfit(np.log(times[late] - times[0]), np.log(gain), 1)[0]
    return rate, power


# A lone spherical domain: squared radius must fall at the rate 4 M.
size = 64
axis = np.arange(size) - size / 2
r2 = axis[:, None, None]**2 + axis[None, :, None]**2 + axis**2
ball_kernel = heat_kernel(size, 1.0)
ball_rates = []
for reaction in (sharpen, cubic_well):
    u = np.stack([r2 < 18**2, r2 >= 18**2]).astype(np.float32)
    radius2 = {}
    for t in range(1, 26):
        u = diffuse(u, ball_kernel)
        if t in (5, 25):
            volume = u[0].sum(dtype=float)
            radius2[t] = (3 * volume / (4 * np.pi))**(2 / 3)
        u = reaction(u)
    ball_rates.append((radius2[5] - radius2[25]) / 20)
print("SIMULATED WALL MOTION (grid units, M = 1)")
show("sphere shrink rate, logarithmic well (theory 4)", ball_rates[0])
show("sphere shrink rate, cubic reaction (theory 4)", ball_rates[1])
assert all(abs(rate / 4 - 1) < 0.04 for rate in ball_rates)

# Two variants: area loss, stereology, self-similarity, growth.
t2, L2, geo, frozen = coarsen(2, 128, 36, seed=5)
area, curv2 = geo.T
K2, power2 = growth(t2, L2)
loss_seen = np.log(area[0] / area[-1])
loss_curv = np.sum((curv2[1:] + curv2[:-1]) / 2 * np.diff(t2))
c_values = curv2 / area**2
c_early, c_late = c_values[1:4].mean(), c_values[-3:].mean()
stereo = np.mean(area * L2 / 2)
show("two variants, L at first sample", L2[0], "cells")
show("two variants, L at last sample", L2[-1], "cells")
show("S L / 2 (theory 1)", stereo)
show("log area loss, observed", loss_seen)
show("log area loss, from squared curvature", loss_curv)
show("c, early samples", c_early)
show("c, late samples", c_late)
show("two variants, K/M", K2)
show("two variants, power of time in L^2 gain (theory 1)", power2)
# Tolerances reflect a finite box and walls a few cells wide.
assert abs(stereo - 1) < 0.05
assert abs(loss_curv / loss_seen - 1) < 0.15
assert abs(c_late / c_early - 1) < 0.25
assert abs(power2 - 1) < 0.2

# Four variants, as in the L1_2 structure, with junctions between walls.
t4, L4, _, _ = coarsen(4, 96, 44, seed=8)
K4, power4 = growth(t4, L4)
show("four variants, K/M", K4)
show("four variants, power of time in L^2 gain (theory 1)", power4)
assert K4 > 0 and abs(power4 - 1) < 0.2

# ---------- reflection at one wall ----------
kF = 12.5                 # Fermi wavenumber, 1/nm
barrier_area = 0.2        # barrier height times width, eV nm
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
beta = barrier_area / (hbar2_m * kF)


def slab_reflection(mu, width):
    """Match plane waves at both faces of a rectangular barrier."""
    k = kF * mu
    q = np.sqrt(complex(k**2 - 2 * barrier_area / width / hbar2_m))
    f, b = np.exp(1j * q * width), np.exp(-1j * q * width)
    matrix = np.array([[1, -1, -1, 0], [-k, -q, q, 0],
                       [0, f, b, -1], [0, q * f, -q * b, -k]])
    return abs(np.linalg.solve(matrix, np.array([-1, -k, 0, 0]))[0])**2


for mu in (0.1, 0.3, 0.9):
    thin = slab_reflection(mu, 1e-4)
    assert abs(thin / (beta**2 / (beta**2 + mu**2)) - 1) < 5e-3
p = 2 * beta**2 * (1 - beta**2 * np.log(1 + 1 / beta**2))
p_quad = 4 * quad(lambda x: x**3 * beta**2 / (beta**2 + x**2), 0, 1)[0]
assert abs(p / p_quad - 1) < 1e-8
nodes, weights = np.polynomial.legendre.leggauss(80)
mus = (nodes + 1) / 2
wall_width = 0.25         # nm
p_wide = 2 * sum(w * m**3 * slab_reflection(m, wall_width)
                 for w, m in zip(weights, mus))


# ---------- electrons traced through the frozen domain pattern ----------
def traced_moment(field, length, free_path, count=60000):
    """L times the added inverse mean free path, from direction memory."""
    rng = np.random.default_rng(3)
    n = field.shape[0]

    def value(x):
        return map_coordinates(field, x, order=1, mode="grid-wrap")
    pos = rng.random((3, count)) * n
    direction = rng.standard_normal((3, count))
    direction /= np.linalg.norm(direction, axis=0)
    first = direction.copy()
    side = value(pos) > 0.5
    memory = reference = 0.0
    shifts = np.eye(3)[:, :, None]
    for j in range(int(6 * free_path)):
        survival = np.exp(-(j + 0.5) / free_path)
        memory += survival * np.sum(first * direction) / count
        reference += survival
        new = pos + direction
        inside = value(new) > 0.5
        idx = np.flatnonzero(inside != side)
        if idx.size:
            at = new[:, idx]
            normal = np.array([value(at + s) - value(at - s)
                               for s in shifts], dtype=float)
            normal /= np.linalg.norm(normal, axis=0) + 1e-12
            mu = np.sum(normal * direction[:, idx], axis=0)
            hit = rng.random(idx.size) < beta**2 / (beta**2 + mu**2)
            back = idx[hit]
            direction[:, back] -= 2 * mu[hit] * normal[:, hit]
            new[:, back] = pos[:, back]
            inside[back] = side[back]
        pos, side = new % n, inside
    return length * (1 / memory - 1 / reference)


L_frozen = L2[t2 == 12][0]
p_traced = traced_moment(frozen, L_frozen, 2 * L_frozen)
print("WALL REFLECTION")
show("Fermi wavenumber", kF, "1/nm")
show("barrier area", barrier_area, "eV nm")
show("beta", beta)
show("reflection at normal incidence", beta**2 / (1 + beta**2))
show("p, formula", p)
show("p, electrons traced with free path 2L", p_traced)
# Repeated hits on the same frozen walls enter beyond first order.
assert abs(p_traced / p - 1) < 0.12

# Fermi-sphere integral for conductivity per unit mean free path.
kF_m = kF * 1e9
sphere = quad(lambda x: 2 * np.pi * kF_m**2 * x**2, -1, 1)[0]
rho_l_integral = 4 * np.pi**3 * const.hbar / (const.e**2 * sphere)
rho_l = 3 * np.pi**2 * const.hbar / (const.e**2 * kF_m**2)
assert abs(rho_l / rho_l_integral - 1) < 1e-8

# ---------- annealing example ----------
M = 1e-3                  # nm^2/s at the annealing temperature
L0 = 5.0                  # nm
T_anneal, T_read = 620.0, 300.0    # K
rho0 = 5.0                # background resistivity, microohm cm
K = K4 * M                # nm^2/s
to_micro = 1e8            # ohm m to microohm cm
strength = rho_l * 1e9 * to_micro * p      # microohm cm nm
free_path = rho_l * 1e9 * to_micro / rho0  # nm


def size_at(hours):
    return np.sqrt(L0**2 + K * 3600 * hours)


# Integrate the area rate law in log S and log(1 + t), t in hours.
c4M = K / 8 * 3600
solution = solve_ivp(
    lambda x, y: -c4M * np.exp(2 * y + x), (0, np.log(1e5 + 1)),
    [np.log(2 / L0)], method="LSODA", rtol=1e-9, atol=1e-11,
    dense_output=True)


def excess_from_rate(hours):
    return strength * np.exp(solution.sol(np.log(1 + hours))[0]) / 2


for hours in (1, 4, 16, 64):
    assert abs(excess_from_rate(hours) * size_at(hours) / strength - 1) < 1e-5
late_slope = np.log(excess_from_rate(9e4) / excess_from_rate(3e4)) / np.log(3)
assert abs(late_slope + 0.5) < 1e-3

print("ANNEALING EXAMPLE (rough Cu3Au regime)")
show("annealing temperature", T_anneal, "K")
show("reading temperature", T_read, "K")
show("wall mobility M", M, "nm^2/s")
show("initial domain size", L0, "nm")
show("growth constant K", K, "nm^2/s")
show("crossover time L0^2/K", L0**2 / K / 3600, "h")
show("rho l", rho_l, "ohm m^2")
show("background resistivity", rho0, "microohm cm")
show("background mean free path", free_path, "nm")
show("initial excess resistivity", strength / L0, "microohm cm")
for hours in (1, 4, 16, 64):
    limit = strength / np.sqrt(K * 3600 * hours)
    print(f"{hours} h: L {size_at(hours):.2f} nm, excess "
          f"{strength / size_at(hours):.4f}, limit {limit:.4f} microohm cm")
slope64 = -0.5 * K * 3600 * 64 / size_at(64)**2
show("log slope at 64 h", slope64)
show("log slope from rate law, 30000 to 90000 h", late_slope)

# ---------- sizes of neglected effects ----------
print("NEGLECTED EFFECTS")
show("barrier width for comparison", wall_width, "nm")
show("p with that width, same barrier area", p_wide)
show("traced p / first-order p", p_traced / p)
show("initial wall rate / background rate", p * free_path / L0)
show("quantum-interference scale 1/(kF l)", 1 / (kF * free_path))
activation, drift = 2.0, 5.0     # eV, K
boltzmann = const.k / const.e
factor = np.exp(activation / boltzmann
                * (1 / T_anneal - 1 / (T_anneal + drift)))
show("assumed activation energy", activation, "eV")
show("K factor for furnace 5 K hotter", factor)
show("late excess factor for furnace 5 K hotter", factor**-0.5)
disorder_excess, order, order_drift = 7.0, 0.9, 0.01
order_error = disorder_excess * (order**2 - (order - order_drift)**2)
show("assumed full-disorder excess", disorder_excess, "microohm cm")
show("error if order is 0.89, not 0.90", order_error, "microohm cm")
show("error for 1 K reading drift", rho0 / T_read, "microohm cm")
thickness = 50.0
show("film thickness", thickness, "nm")
show("time for L to reach thickness",
     (thickness**2 - L0**2) / K / 3600, "h")
print("no test failed")
```

The run ends like this:

```
SIMULATED WALL MOTION (grid units, M = 1)
sphere shrink rate, logarithmic well (theory 4): 4.009
sphere shrink rate, cubic reaction (theory 4): 3.985
two variants, L at first sample: 19.11 cells
two variants, L at last sample: 34.55 cells
S L / 2 (theory 1): 0.9345
log area loss, observed: 0.4413
log area loss, from squared curvature: 0.5852
c, early samples: 4.284
c, late samples: 3.775
two variants, K/M: 29.45
two variants, power of time in L^2 gain (theory 1): 0.9417
Traceback (most recent call last):
  File "check.py", line 149, in <module>
    assert abs(stereo - 1) < 0.05
           ^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in how the program measured wall area. It integrated the gradient over the whole width of each wall, and that misses area where walls curve like saddles or lie so close that their profiles overlap, mostly at early times. The domain sizes already printed support this: they imply a log area loss of ln(34.55/19.11) = 0.592, close to the 0.585 found from curvature, while the faulty area gave 0.441. Area is now measured in a thin layer at the mid-level surface, the same surface that defines L and the curvature; this also changes the printed values of c, while the physics, all other cases and every tolerance stay as they were.

Diff:

```diff
@@ -62,5 +62,9 @@
 
 def wall_geometry(u):
-    """Wall area per volume and area-averaged squared curvature."""
+    """Wall area per volume and area-averaged squared curvature.
+
+    Area is the integral of |grad phi| over the thin layer |phi| < h,
+    divided by 2h; phi = 0 is the surface on which u = 1/2.
+    """
     def slope(f, axis):
         return (np.roll(f, -1, axis) - np.roll(f, 1, axis)) / 2
@@ -69,8 +73,10 @@
     grad = [slope(phi, a) for a in range(3)]
     norm = np.sqrt(sum(g**2 for g in grad)) + 1e-6
+    h = 0.4
+    area = norm[np.abs(phi) < h].sum(dtype=float) / (2 * h * u.size)
     curvature = sum(slope(grad[a] / norm, a) for a in range(3))
     near = np.abs(u - 0.5) < 0.3
     k2 = np.average(curvature[near].astype(float)**2, weights=weight[near])
-    return float(weight.mean(dtype=float)), float(k2)
+    return float(area), float(k2)
 
 
```

Output now:

```
SIMULATED WALL MOTION (grid units, M = 1)
sphere shrink rate, logarithmic well (theory 4): 4.009
sphere shrink rate, cubic reaction (theory 4): 3.985
two variants, L at first sample: 19.11 cells
two variants, L at last sample: 34.55 cells
S L / 2 (theory 1): 0.9993
log area loss, observed: 0.5818
log area loss, from squared curvature: 0.5852
c, early samples: 3.698
c, late samples: 3.507
two variants, K/M: 29.45
two variants, power of time in L^2 gain (theory 1): 0.9417
four variants, K/M: 8.395
four variants, power of time in L^2 gain (theory 1): 0.8947
WALL REFLECTION
Fermi wavenumber: 12.5 1/nm
barrier area: 0.2 eV nm
beta: 0.21
reflection at normal incidence: 0.04223
p, formula: 0.07588
p, electrons traced with free path 2L: 0.07336
ANNEALING EXAMPLE (rough Cu3Au regime)
annealing temperature: 620 K
reading temperature: 300 K
wall mobility M: 0.001 nm^2/s
initial domain size: 5 nm
growth constant K: 0.008395 nm^2/s
crossover time L0^2/K: 0.8272 h
rho l: 7.785e-16 ohm m^2
background resistivity: 5 microohm cm
background mean free path: 15.57 nm
initial excess resistivity: 1.181 microohm cm
1 h: L 7.43 nm, excess 0.7949, limit 1.0744 microohm cm
4 h: L 12.08 nm, excess 0.4890, limit 0.5372 microohm cm
16 h: L 22.55 nm, excess 0.2619, limit 0.2686 microohm cm
64 h: L 44.26 nm, excess 0.1334, limit 0.1343 microohm cm
log slope at 64 h: -0.4936
log slope from rate law, 30000 to 90000 h: -0.5
NEGLECTED EFFECTS
barrier width for comparison: 0.25 nm
p with that width, same barrier area: 0.02694
traced p / first-order p: 0.9668
initial wall rate / background rate: 0.2363
quantum-interference scale 1/(kF l): 0.005138
assumed activation energy: 2 eV
K factor for furnace 5 K hotter: 1.349
late excess factor for furnace 5 K hotter: 0.8609
assumed full-disorder excess: 7 microohm cm
error if order is 0.89, not 0.90: 0.1253 microohm cm
error for 1 K reading drift: 0.01667 microohm cm
film thickness: 50 nm
time for L to reach thickness: 81.89 h
no test failed
```
